# Current transfer under a planar contact: front and end resistance

A thin conducting sheet, such as the doped source region of a transistor, runs under a metal contact that covers \(0<x<L\) and has width \(W\). A current \(I_0\) arrives in the sheet at the entry edge \(x=0\). All of it passes up into the metal before the far edge \(x=L\), where no current leaves the sheet. The problem is to find how the current divides itself along the contact, and what resistance results.

**Model.** The state is steady and nothing varies across the width. The metal is an equipotential, taken as the zero of voltage. \(V(x)\) is the voltage of the sheet relative to the metal (strictly, the electrochemical potential of the carriers expressed as a voltage), and \(I(x)\) is the conventional current in the sheet, positive along \(+x\). Two constants describe the materials:

- the sheet resistance \(R_s\) of the layer under the metal, which is the resistance of a square piece of it;
- the contact resistivity \(\rho_c\), which is the voltage across the interface divided by the current density through it.

Transport is diffusive, so the mean free path must be short compared with the distance over which \(V\) changes. The sheet is at first treated as having no thickness; part (g) examines this.

**Units.** The algebra is in atomic units, \(e=\hbar=1\), where the unit of resistance is \(\hbar/e^2=4108.24\) ohm. For numbers, lengths are in Å, and both the energy \(eV\) and the current, in the form \(\hbar I/e\), are in eV. Their ratio is then a resistance in units of \(\hbar/e^2\).

**Data.** Round model parameters are used: \(R_s=0.1\,\hbar/e^2\), \(\rho_c=16000\,(\hbar/e^2)\,\text{Å}^2\), \(W=1000\) Å, \(L=600\) Å and \(\hbar I_0/e=0.5\) eV.

## (a) Write the two balance equations for \(V(x)\) and \(I(x)\).

**Solution.** A slice of sheet of length \(dx\) and width \(W\) consists of \(dx/W\) squares in series, so its resistance is \(R_s\,dx/W\). Current along \(+x\) flows towards lower voltage:

\[
V(x)-V(x+dx)=I(x)\,\frac{R_s\,dx}{W}
\quad\Rightarrow\quad
\frac{dV}{dx}=-\frac{R_s}{W}\,I .
\]

The interface above the slice has area \(W\,dx\). The current density from sheet to metal is \(J=V/\rho_c\), because the metal is at zero voltage. In a steady state, what the sheet loses is what the metal gains:

\[
I(x)-I(x+dx)=W\,dx\,\frac{V(x)}{\rho_c}
\quad\Rightarrow\quad
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .
\]

## (b) Eliminate the current. What length governs the result?

**Solution.** Differentiate the first equation and insert the second:

\[
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}
=\frac{R_s}{W}\,\frac{W}{\rho_c}\,V=\frac{R_s}{\rho_c}\,V .
\]

The two minus signs cancel, so the solutions are real exponentials and not oscillations. The width has dropped out. Since \(\rho_c\) is a resistance times an area and \(R_s\) is a resistance, \(\rho_c/R_s\) is an area, and its root is the transfer length:

\[
\frac{d^2V}{dx^2}=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\]

A resistive interface makes the current spread further along the contact; a resistive sheet makes it leave sooner. With the data,

\[
L_T=\sqrt{16000/0.1}\ \text{Å}=400\ \text{Å}=40\ \text{nm},\qquad \frac{L}{L_T}=1.5 .
\]

## (c) Solve for \(V(x)\) and \(I(x)\).

**Solution.** One boundary condition is \(I(L)=0\), so it is convenient to measure distance from the far edge. Let \(s=(L-x)/L_T\), with \(ds/dx=-1/L_T\). The general solution is

\[
V=A\cosh s+B\sinh s .
\]

The first balance equation gives the current. The minus sign in it cancels the one in \(ds/dx\):

\[
I=-\frac{W}{R_s}\frac{dV}{dx}
=\frac{W}{R_sL_T}\left(A\sinh s+B\cosh s\right).
\]

At \(x=L\), \(s=0\) and \(I=WB/(R_sL_T)\). This must vanish, so \(B=0\). At \(x=0\), \(s=u\), where \(u=L/L_T\), and \(I=I_0\) requires

\[
A=\frac{I_0R_sL_T}{W\sinh u}.
\]

The profiles are therefore

\[
V(x)=\frac{I_0R_sL_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad
I(x)=I_0\,\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)} .
\]

The voltage, and with it the current density into the metal, is largest at the entry edge and falls towards the far edge, where its slope is zero. In the example, the fraction of current still in the sheet at mid-contact is \(\sinh 0.75/\sinh 1.5=0.386\). The first half of the contact thus carries about 61 percent of the current and the second half 39 percent.

## (d) Find the resistances \(V(0)/I_0\) and \(V(L)/I_0\).

**Solution.** Set \(x=0\) and \(x=L\) in \(V(x)\), with \(\cosh 0=1\) at the far edge:

\[
R_\text{front}=\frac{V(0)}{I_0}=\frac{R_sL_T}{W}\coth\frac{L}{L_T},
\qquad
R_\text{end}=\frac{V(L)}{I_0}=\frac{R_sL_T}{W}\,\frac{1}{\sinh(L/L_T)} .
\]

The names need care. The hyperbolic cotangent belongs to the front resistance, which is what the contact adds in series with the rest of the device. The second one is the contact end resistance. It is obtained from the voltage at the far edge, where no current is drawn, and it follows \(1/\sinh\).

For the example, \(R_sL_T/W=0.1\times400/1000=0.04\,\hbar/e^2\), \(\coth1.5=1.10479\) and \(\sinh1.5=2.12928\). Hence

\[
R_\text{front}=0.04\times1.10479=0.04419\ \hbar/e^2=181.5\ \text{ohm},
\]
\[
R_\text{end}=0.04/2.12928=0.01879\ \hbar/e^2=77.2\ \text{ohm}.
\]

Multiplying by \(\hbar I_0/e=0.5\) eV gives \(eV(0)=0.0221\) eV and \(eV(L)=0.0094\) eV.

The ratio of the two resistances contains neither \(W\) nor \(R_s\) separately:

\[
\frac{R_\text{front}}{R_\text{end}}=\cosh\frac{L}{L_T}
\quad\Rightarrow\quad
L_T=\frac{L}{\operatorname{arcosh}(R_\text{front}/R_\text{end})} .
\]

Within this model, two resistances measured on one contact of known length thus determine \(L_T\). The value of \(R_\text{front}\) then gives \(R_s\) if \(W\) is known, and \(\rho_c=R_sL_T^2\) follows. For a short contact the ratio is close to 1 and the inversion is sensitive: at \(L=100\) Å an error of 1 percent in \(R_\text{front}\) shifts \(L_T\) by about 13 percent and \(R_s\) by about a third, although \(\rho_c\) moves by less than 1 percent. For a layer of finite thickness the procedure returns approximately \(\rho_c+R_st^2/3\), as part (g) shows.

## (e) Examine short and long contacts. How long should a contact be?

**Solution.** For a short contact, \(u\ll1\), expand numerator and denominator:

\[
\coth u=\frac{1+u^2/2+\dots}{u\,(1+u^2/6+\dots)}
=\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}+\dots\right)
=\frac1u+\frac u3+\dots
\]

Multiply by \(R_sL_T/W\), and use \(R_sL_T^2=\rho_c\) in the first term:

\[
R_\text{front}\simeq\frac{\rho_c}{WL}+\frac{R_sL}{3W}\qquad(L\ll L_T).
\]

The first term is the resistance of an interface of area \(WL\) crossed by a uniform current density. The second is one third of the resistance of the sheet under the contact; part (f) shows where the third comes from. For \(L=100\) Å the terms are \(0.16000\) and \(0.00333\,\hbar/e^2\). Their sum, \(0.16333\), lies close to the full value \(0.16332\).

For a long contact, \(u\gg1\), write

\[
\coth u=\frac{e^{u}+e^{-u}}{e^{u}-e^{-u}}=1+\frac{2}{e^{2u}-1}\;\to\;1,
\qquad \frac1{\sinh u}\to 2e^{-u}.
\]

The front resistance levels off at

\[
R_\text{front}\to\frac{R_sL_T}{W}=\frac{\rho_c}{WL_T},
\]

while the end resistance vanishes. The last form says that a long contact has the resistance of a uniformly used interface of length \(L_T\). The current is not confined to that length, however. In this limit \(I(x)\to I_0e^{-x/L_T}\), so a fraction \(1-1/e\), or 63.2 percent, crosses within the first transfer length and the rest beyond it.

The full formulas give, in units of \(\hbar/e^2\):

| \(L\) (Å) | \(R_\text{front}\) | \(R_\text{end}\) |
|---|---|---|
| 100 | 0.1633 | 0.1583 |
| 200 | 0.0866 | 0.0768 |
| 400 | 0.0525 | 0.0340 |
| 800 | 0.0415 | 0.0110 |
| 1600 | 0.0400 | 0.0015 |

Doubling the length from 100 to 200 Å almost halves \(R_\text{front}\). Doubling it from 800 to 1600 Å lowers it by less than 4 percent.

To be 10 percent above the long-contact value, \(u\) must satisfy \(\coth u=1.1\), that is \(\tanh u=1/1.1\). Then

\[
u=\operatorname{artanh}\frac1{1.1}=\frac12\ln\frac{1+1/1.1}{1-1/1.1}=\frac12\ln 21=1.522,
\]

which is \(L=609\) Å here. A contact of about one and a half transfer lengths therefore obtains most of the available benefit. When \(L\) is reduced at fixed width to well below \(L_T\), the resistance rises nearly as \(1/L\). The remedy is then a smaller \(\rho_c\), since the leading term \(\rho_c/(WL)\) does not contain \(R_s\).

## (f) Where is the power dissipated?

**Solution.** The interface dissipates \(JV=V^2/\rho_c\) per unit area, and the sheet \(I^2R_s/W\) per unit length. Insert the profiles and integrate over \(s\), with \(dx=-L_T\,ds\); the minus sign is absorbed by exchanging the limits. For the interface,

\[
\frac{P_c}{I_0^2}=\frac{W}{\rho_c}\left(\frac{R_sL_T}{W}\right)^2\frac{L_T}{\sinh^2u}\int_0^u\cosh^2 s\,ds .
\]

The constants combine to \(R_s^2L_T^3/(W\rho_c)=R_sL_T/W\), because \(R_sL_T^2=\rho_c\). The integral is \((\sinh u\cosh u+u)/2\). For the sheet,

\[
\frac{P_s}{I_0^2}=\frac{R_sL_T}{W\sinh^2u}\int_0^u\sinh^2 s\,ds,
\qquad \int_0^u\sinh^2 s\,ds=\frac{\sinh u\cosh u-u}{2}.
\]

Together,

\[
\frac{P_{c}}{I_0^2}=\frac{R_sL_T}{2W}\left(\coth u+\frac{u}{\sinh^2u}\right),\qquad
\frac{P_{s}}{I_0^2}=\frac{R_sL_T}{2W}\left(\coth u-\frac{u}{\sinh^2u}\right).
\]

The sum is \(R_\text{front}\), as energy conservation demands: the power delivered at the entry edge is \(I_0V(0)\).

In a long contact \(u/\sinh^2u\to0\), and interface and sheet dissipate equal amounts. In a short one, \(u/\sinh^2u\simeq1/u-u/3\), so the interface loss is \(\rho_c/(WL)\) and the sheet loss \(R_sL/(3W)\), to the order kept in (e). The third arises because the current in a short contact falls linearly, \(I\simeq I_0(1-x/L)\), and the average of \((1-x/L)^2\) over the contact is \(1/3\).

For \(u=1.5\), \(u/\sinh^2u=1.5/2.12928^2=0.3308\). The interface share is \((1.1048+0.3308)/(2\times1.1048)=65\) percent, and the sheet share is 35 percent.

## (g) The sheet has a thickness \(t\). When is the one-dimensional equation justified, and what is the first correction?

**Solution.** Let the sheet occupy \(0<z<t\), with an insulating bottom and the metal on top, and let its resistivity be \(\rho=R_st\). The voltage is now \(\phi(x,z)\), with depth average \(\bar V(x)\). Integrating Ohm's law over the depth gives \(I=-(W/R_s)\,d\bar V/dx\), and charge conservation gives \(dI/dx=-WJ\). Both equations of part (a) survive for \(\bar V\), except that the interface responds to the surface voltage: \(J=\phi(x,t)/\rho_c\).

Inside the sheet \(\partial^2\phi/\partial x^2+\partial^2\phi/\partial z^2=0\). If \(\phi\) changes slowly along \(x\), the first term is nearly the same at every depth, so \(\phi\) is a parabola in \(z\). No current crosses the bottom, so there is no linear term. At the top, \(-(1/\rho)\,\partial\phi/\partial z=J\) fixes the curvature:

\[
\phi=\phi_b-\frac{\rho J}{2t}z^2,\qquad
\phi(x,t)=\phi_b-\frac{\rho Jt}{2},\qquad
\bar V=\phi_b-\frac{\rho Jt}{6},
\]

where \(\phi_b(x)\) is the voltage at the bottom. Subtraction gives \(\bar V-\phi(x,t)=\rho Jt/3=R_st^2J/3\), and hence

\[
\bar V=\left(\rho_c+\frac{R_st^2}{3}\right)J .
\]

To this order, and for a contact much longer than \(t\), the profiles of (c), with \(V\) read as \(\bar V\), and the resistances of (d) hold with \(\rho_c\) replaced by \(\rho_c+R_st^2/3\), or equivalently \(L_T^2\) by \(L_T^2+t^2/3\). The division of the losses in (f) does not carry over in this way, because the power belonging to the added term \(R_st^2/3\) is dissipated in the sheet and not in the interface. The relative change of \(L_T^2\) and of \(R_\text{front}\) is of order \((t/L_T)^2\), so the condition is \(t\ll L_T\). The end resistance is more sensitive: its relative change is \((t^2/6L_T^2)(1+u\coth u)\), which grows with the contact length and is about 5 percent for \(L=1600\) Å and \(t=100\) Å.

The parabola fails within a distance of about \(t\) from the entry edge, where \(J\) sets in abruptly. There the surface voltage is off by at most the order of \(\rho Jt\), which alters the transferred current by about \(W t\,(\rho Jt)/\rho_c=WJt^3/L_T^2\). Compared with \(I_0\sim WJL_T\), for a contact not short against \(L_T\), this is of order \((t/L_T)^3\), one order higher.

A numerical solution of the two-dimensional conduction problem shows the size of the effect. It uses a finite-volume grid and a uniformly fed entry lead of length \(3t\), whose resistance is subtracted. For \(L=600\) Å, in units of \(\hbar/e^2\):

| \(t\) (Å) | two-dimensional | corrected formula | excess over (d) |
|---|---|---|---|
| 50 | 0.04434 | 0.04434 | 0.33 % |
| 100 | 0.04476 | 0.04479 | 1.3 % |

The excess is relative to the value \(0.04419\) of part (d). It grows by a factor of about 3.9 when \(t\) doubles, near the factor 4 of a quadratic law.

Thickness is one limit of the model. The result also fails if the voltage drop along the metal is not small compared with \(V(0)\), or, for \(R_\text{end}\), with the smaller \(V(L)\), since the metal cannot then be treated as an equipotential; if the interface current is not proportional to \(V\), since \(\rho_c\) then varies along the contact; and if the mean free path is not short compared with both \(L\) and \(L_T\), since Ohm's law then fails on the scale of the transfer. The thickness correction also requires a mean free path short compared with \(t\), a demanding condition for layers as thin as those in the table. Linearity of the interface is not automatic in the example either: \(V(0)=22\) mV is close to \(kT/e=26\) mV at room temperature, and a purely thermionic interface with the same zero-bias \(\rho_c\) would change \(R_\text{front}\) by about \(-15\) or \(+29\) percent, depending on polarity. The numbers above assume an interface that stays ohmic over this range.

All numerical values are calculated from the stated model.
